# Why a neutral hafnia vacancy can hold a deep localised state: a program that tests the result

```python
"""
Result under test: a neutral oxygen vacancy can bind two electrons in a deep,
compact state because the in-phase combination S of four cation orbitals
couples to an s-like orbital v centred on the empty anion site.

Model: fcc cations, one orbital each (energy EPS_C, hopping -T); conduction
edge EPS_C - 12 T = 0. The vacancy lowers four cations by DELTA and adds v
(energy EPS_V), coupled by -V to each of them. Energies are in eV.
Two electrons repel by U_SAME on one cluster orbital and by U_DIFF on two
different cluster orbitals. Lengths in the lattice code are in units of a/2,
where a is the cubic lattice constant.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh, cg, LinearOperator
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.special import sici

T, EPS_C, DELTA, EPS_V, V = 0.25, 3.0, 1.0, 0.5, 1.5
U_SAME, U_DIFF = 3.0, 1.0
EDGE = EPS_C - 12 * T
assert abs(EDGE) < 1e-12

# ---------- electrostatic effect of removing the anion ----------
box_formula = np.euler_gamma + np.log(2 * np.pi) - sici(2 * np.pi)[1]
box_numeric = quad(lambda r: 2 * np.sin(np.pi * r)**2 / r, 0, 1)[0]
assert abs(box_formula - box_numeric) < 1e-8
# shell of radius 0.6 d around a cation at distance d = 1
shell = quad(lambda c: 0.5 / np.sqrt(1 + 0.36 + 1.2 * c), -1, 1)[0]
assert abs(shell - 1) < 1e-9 and box_numeric > shell


# ---------- real-space lattice: open ball around the vacancy ----------
def host_ball(radius):
    half = int(radius) + 2
    axis = np.arange(-half, half + 2)
    x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
    dist2 = (x - 0.5)**2 + (y - 0.5)**2 + (z - 0.5)**2
    inside = ((x + y + z) % 2 == 0) & (dist2 < radius**2)
    label = -np.ones(x.shape, dtype=int)
    count = int(inside.sum())
    label[inside] = np.arange(count)
    ham = EPS_C * sp.identity(count, format="csr")
    for step in [(0, 1, 1), (1, 0, 1), (1, 1, 0),
                 (0, 1, -1), (1, 0, -1), (1, -1, 0)]:
        moved = np.roll(label, step, axis=(0, 1, 2))
        both = (label >= 0) & (moved >= 0)
        hop = sp.csr_matrix((np.ones(int(both.sum())),
                             (label[both], moved[both])),
                            shape=(count, count))
        ham = ham - T * (hop + hop.T)
    corners = [(0, 0, 0), (1, 1, 0), (1, 0, 1), (0, 1, 1)]
    near = np.array([label[half + i, half + j, half + k]
                     for i, j, k in corners])
    return ham.tocsr(), near


def vacancy_ball(radius, coupling):
    host, near = host_ball(radius)
    count = host.shape[0]
    shift = np.zeros(count)
    shift[near] = -DELTA
    column = np.zeros((count, 1))
    column[near, 0] = -coupling
    column = sp.csr_matrix(column)
    ham = sp.bmat([[host + sp.diags(shift), column],
                   [column.T, sp.csr_matrix([[EPS_V]])]], format="csr")
    return ham, near


# ---------- four cations plus v ----------
def cluster_level(coupling):
    eps_s = EPS_C - 3 * T - DELTA
    mean, diff = (EPS_V + eps_s) / 2, (EPS_V - eps_s) / 2
    return mean - np.sqrt(diff**2 + 4 * coupling**2)


cluster = -T * np.ones((5, 5))
np.fill_diagonal(cluster, EPS_C - DELTA)
cluster[4, :] = cluster[:, 4] = -V
cluster[4, 4] = EPS_V
levels, vectors = np.linalg.eigh(cluster)
other_level = EPS_C - DELTA + T
assert abs(levels[0] - cluster_level(V)) < 1e-10
assert np.sum(np.abs(levels - other_level) < 1e-10) == 3
cluster_v_weight = vectors[4, 0]**2

# ---------- exact level from the host Green function ----------
NK = 48
theta = 2 * np.pi * np.arange(NK) / NK
p, q, s = np.meshgrid(theta, theta, theta, indexing="ij")
band = EPS_C - 2 * T * (np.cos(p) + np.cos(q) + np.cos(s)
                        + np.cos(p - q) + np.cos(q - s) + np.cos(p - s))


def green_symmetric(energy):
    g_site = np.mean(1 / (energy - band))
    g_neighbour = (1 - (energy - EPS_C) * g_site) / (12 * T)
    return g_site + 3 * g_neighbour


def self_energy(energy, coupling):
    g = green_symmetric(energy)
    return 4 * coupling**2 * g / (1 + DELTA * g)


def exact_level(coupling):
    return brentq(lambda e: e - EPS_V - self_energy(e, coupling),
                  -20, -0.3, xtol=1e-11)


scan = {}
for coupling in (1.0, 1.5, 2.0):
    ham, near = vacancy_ball(10, coupling)
    energies, states = eigsh(ham, k=2, which="SA")
    order = np.argsort(energies)
    energies, states = energies[order], states[:, order]
    scan[coupling] = exact_level(coupling)
    assert abs(scan[coupling] - energies[0]) < 1e-5
    assert energies[1] > EDGE
    assert scan[coupling] < cluster_level(coupling) < EDGE
    if coupling == V:
        orbital = states[:, 0].copy()
        orbital_near = near.copy()
E1 = scan[V]
h = 1e-4
slope = (self_energy(E1 + h, V) - self_energy(E1 - h, V)) / (2 * h)
weight_v = 1 / (1 - slope)
g1 = green_symmetric(E1)
weight_cations = weight_v * (2 * V * g1 / (1 + DELTA * g1))**2
assert abs(weight_v - orbital[-1]**2) < 1e-5
assert abs(weight_cations - np.sum(orbital[orbital_near]**2)) < 1e-5
weight_outside = 1 - weight_v - weight_cations

# ---------- binding thresholds at the conduction edge ----------
nodes, gauss = np.polynomial.legendre.leggauss(80)
length = np.pi * (nodes[:, None] + 1) / 2
part = (nodes[None, :] + 1) / 2
cx, cy = np.cos(length * part), np.cos(length * (1 - part))
root = np.sqrt((3 - cx * cy)**2 - (cx + cy)**2)
area = np.outer(gauss, gauss) * np.pi / 4
edge_integral = 2 / np.pi**2 * np.sum(area * length / root)
g_site_edge = -edge_integral / (4 * T)
g_sym_edge = 4 * g_site_edge + 1 / (4 * T)
threshold_sym = -1 / g_sym_edge
threshold_other = 12 * T

radii = np.array([20.0, 30.0])
response_sym, response_other = [], []
for radius in radii:
    host, near = host_ball(radius)
    for pattern, store in (((0.5, 0.5, 0.5, 0.5), response_sym),
                           ((0.5, 0.5, -0.5, -0.5), response_other)):
        source = np.zeros(host.shape[0])
        source[near] = pattern
        solution, info = cg(host, source)
        assert info == 0
        store.append(source @ solution)


def infinite_radius(values):
    return (radii[1] * values[1] - radii[0] * values[0]) / (radii[1] - radii[0])


lattice_threshold_sym = 1 / infinite_radius(response_sym)
lattice_threshold_other = 1 / response_other[1]
# residual surface roughness of the balls limits the extrapolation
assert abs(lattice_threshold_sym / threshold_sym - 1) < 0.01
assert abs(lattice_threshold_other / threshold_other - 1) < 0.01

V_critical = np.sqrt((threshold_sym - DELTA) * (EPS_V - EDGE) / 4)
weak = eigsh(vacancy_ball(16, 0.5 * V_critical)[0], k=1, which="SA")[0][0]
uncoupled = eigsh(vacancy_ball(16, 0.0)[0], k=1, which="SA")[0][0]
strong = eigsh(vacancy_ball(16, 2.5 * V_critical)[0], k=1, which="SA")[0][0]
assert weak > EDGE and uncoupled > EDGE and strong < EDGE

# ---------- decay along a cube axis ----------
kappa_a = 2 * np.arccosh(1 + (EDGE - E1) / (8 * T))
green_real = np.fft.ifftn(1 / (E1 - band)).real
far, near_value = green_real[-8, 8, 8], green_real[-7, 7, 7]
kappa_a_lattice = -np.log(8 * far / (7 * near_value))
# remaining difference: higher inverse powers of distance
assert abs(kappa_a_lattice - kappa_a) < 0.03


# ---------- two electrons: the neutral vacancy ----------
def repulsion_matrix(count, near):
    members = np.append(near, count - 1)
    matrix = np.zeros((count, count))
    matrix[np.ix_(members, members)] = U_DIFF
    matrix[members, members] = U_SAME
    return matrix


def two_electrons(radius):
    ham, near = vacancy_ball(radius, V)
    count = ham.shape[0]
    repulsion = repulsion_matrix(count, near)

    def apply(vector):
        psi = vector.reshape(count, count)
        return (ham @ psi + (ham @ psi.T).T + repulsion * psi).ravel()

    single = eigsh(ham, k=1, which="SA")[1][:, 0]
    operator = LinearOperator((count**2, count**2), matvec=apply, dtype=float)
    energy, state = eigsh(operator, k=1, which="SA", tol=1e-7,
                          v0=np.outer(single, single).ravel())
    psi = state[:, 0].reshape(count, count)
    assert np.max(np.abs(psi - psi.T)) < 1e-4
    occupation = 2 * np.sum(psi**2, axis=1)
    return energy[0], occupation[-1], occupation[near].sum()


E2_small = two_electrons(4.5)[0]
E2, charge_v, charge_cations = two_electrons(5.5)
assert abs(E2 - E2_small) < 0.005
density = orbital**2
J = density @ repulsion_matrix(len(density), orbital_near) @ density
removal = E1 + EDGE - E2
removal_bound = EDGE - E1 - J
assert removal >= removal_bound > 0

# ---------- output ----------
print(f"Cation hopping t: {T:.2f} eV")
print(f"Host cation orbital energy: {EPS_C:.2f} eV")
print(f"Conduction edge: {EDGE:.2f} eV")
print(f"Lowering of the four cations Delta: {DELTA:.2f} eV")
print(f"Vacancy orbital energy: {EPS_V:.2f} eV")
print(f"Vacancy-cation coupling V: {V:.2f} eV")
print(f"Repulsion, same orbital: {U_SAME:.2f} eV")
print(f"Repulsion, different cluster orbitals: {U_DIFF:.2f} eV")
print(f"d<1/r> for box-like central cloud: {box_formula:.4f} (no unit)")
print(f"d<1/r> for cation cloud: {shell:.4f} (no unit)")
print(f"Symmetric cation level in cluster: {EPS_C-3*T-DELTA:.3f} eV")
print(f"Three other cation levels in cluster: {other_level:.3f} eV")
print(f"Lowest cluster level: {cluster_level(V):.4f} eV")
print(f"Weight on v in cluster state: {cluster_v_weight:.4f} (no unit)")
print(f"Edge average of 1/(3-sum cc): {edge_integral:.6f} (no unit)")
print(f"Site Green function at edge: {g_site_edge:.5f} 1/eV")
print(f"Symmetric Green function at edge: {g_sym_edge:.5f} 1/eV")
print(f"Symmetric binding threshold: {threshold_sym:.4f} eV")
print(f"Same, from lattice balls: {lattice_threshold_sym:.4f} eV")
print(f"Threshold, other combinations: {threshold_other:.4f} eV")
print(f"Same, from lattice ball: {lattice_threshold_other:.4f} eV")
print(f"Actual symmetric strength: {DELTA+4*V**2/(EPS_V-EDGE):.3f} eV")
print(f"Critical coupling V: {V_critical:.4f} eV")
print(f"Lowest ball level, V=0: {uncoupled:.4f} eV")
print(f"Lowest ball level, V=0.5 critical: {weak:.4f} eV")
print(f"Lowest ball level, V=2.5 critical: {strong:.4f} eV")
for coupling, value in scan.items():
    print(f"Exact one-electron level, V={coupling:.1f} eV: {value:.4f} eV")
print(f"One-electron weight on v: {weight_v:.4f} (no unit)")
print(f"One-electron weight on four cations: {weight_cations:.4f} (no unit)")
print(f"One-electron weight outside: {weight_outside:.4f} (no unit)")
print(f"Decay constant times a: {kappa_a:.4f} (no unit)")
print(f"Same, from lattice Green function: {kappa_a_lattice:.4f} (no unit)")
print(f"Amplitude decay length: {1/kappa_a:.4f} a")
print(f"Repulsion J in one-electron orbital: {J:.4f} eV")
print(f"Two-electron energy, smaller ball: {E2_small:.4f} eV")
print(f"Two-electron energy, larger ball: {E2:.4f} eV")
print(f"Guaranteed removal energy, neutral: {removal_bound:.4f} eV")
print(f"Computed removal energy, neutral: {removal:.4f} eV")
print(f"Electrons on v, neutral: {charge_v:.4f} electrons")
print(f"Electrons on four cations, neutral: {charge_cations:.4f} electrons")
print(f"Electrons outside, neutral: {2-charge_v-charge_cations:.4f} electrons")
print("all assertions hold")
```

Running it gives:

```
Cation hopping t: 0.25 eV
Host cation orbital energy: 3.00 eV
Conduction edge: 0.00 eV
Lowering of the four cations Delta: 1.00 eV
Vacancy orbital energy: 0.50 eV
Vacancy-cation coupling V: 1.50 eV
Repulsion, same orbital: 3.00 eV
Repulsion, different cluster orbitals: 1.00 eV
d<1/r> for box-like central cloud: 2.4377 (no unit)
d<1/r> for cation cloud: 1.0000 (no unit)
Symmetric cation level in cluster: 1.250 eV
Three other cation levels in cluster: 2.250 eV
Lowest cluster level: -2.1483 eV
Weight on v in cluster state: 0.5620 (no unit)
Edge average of 1/(3-sum cc): 0.448220 (no unit)
Site Green function at edge: -0.44822 1/eV
Symmetric Green function at edge: -0.79288 1/eV
Symmetric binding threshold: 1.2612 eV
Same, from lattice balls: 1.2619 eV
Threshold, other combinations: 3.0000 eV
Same, from lattice ball: 3.0001 eV
Actual symmetric strength: 19.000 eV
Critical coupling V: 0.1807 eV
Lowest ball level, V=0: 0.0266 eV
Lowest ball level, V=0.5 critical: 0.0240 eV
Lowest ball level, V=2.5 critical: -0.3138 eV
Exact one-electron level, V=1.0 eV: -1.2989 eV
Exact one-electron level, V=1.5 eV: -2.2554 eV
Exact one-electron level, V=2.0 eV: -3.2296 eV
One-electron weight on v: 0.5268 (no unit)
One-electron weight on four cations: 0.4444 (no unit)
One-electron weight outside: 0.0288 (no unit)
Decay constant times a: 2.7755 (no unit)
Same, from lattice Green function: 2.7733 (no unit)
Amplitude decay length: 0.3603 a
Repulsion J in one-electron orbital: 1.5971 eV
Two-electron energy, smaller ball: -3.0902 eV
Two-electron energy, larger ball: -3.0916 eV
Guaranteed removal energy, neutral: 0.6583 eV
Computed removal energy, neutral: 0.8362 eV
Electrons on v, neutral: 0.8624 electrons
Electrons on four cations, neutral: 0.9496 electrons
Electrons outside, neutral: 0.1880 electrons
all assertions hold
```
